# Predictor-Corrector and Linear Mixing for a Silicon Delta Layer

## What the convergence limit can depend on

A sheet of donors binds electrons whose charge alters the potential that binds them. An iteration for this problem is stable if a small error in the potential comes back smaller, so its stability limit is a pure number. Three quantities describe the feedback through changing level populations. The Coulomb constant $c=e^2/\varepsilon$ has units eV nm when energies are in eV. The two-dimensional density of states $D$ has units $1/(\mathrm{eV\,nm^2})$. The distance $\ell$ over which charge is rearranged is in nm. Their dimensionless product is

$$\lambda\sim cD\ell .$$

Wavefunctions also deform at fixed populations. In that part of the feedback, a population divided by a level spacing, which has the same units, takes the place of $D$.

Symmetry adds a condition. A uniform shift of the potential moves all levels and the Fermi level of a neutral layer together and leaves the density unchanged. The feedback therefore vanishes for constants, and $\ell$ measures redistribution of charge, not its total amount.

## The equations

The layer is an ideal sheet of $N$ ionized donors per area at $z=0$. Electrons are treated in the effective-mass Hartree approximation. With $V$ the electron potential energy,

$$-\frac{\hbar^2}{2m_z}\psi_i''+V\psi_i=E_i\psi_i,\qquad V''=c\,[N\delta(z)-n(z)].$$

The sign follows from $V=-e\phi$ and $\phi''=-e(N\delta-n)/\varepsilon$. The potential has a minimum at the donors. Wavefunctions vanish at the ends of a wide box and $V'$ is zero there; integrating Poisson's equation across the box then gives $\int n\,dz=N$, which fixes $E_F$.

For a layer in a (001) plane, silicon has two valleys with the heavy mass along $z$ and four with the light mass. Each ladder has a constant $D$, containing spin, valley number and in-plane mass. Filling a subband gives

$$N_i=\int_{E_i}^{\infty}\frac{D_i\,dE}{1+e^{(E-E_F)/kT}}=D_ikT\ln\!\left[1+e^{(E_F-E_i)/kT}\right],$$

because $-kT\ln[1+e^{(E_F-E)/kT}]$ is an antiderivative of the Fermi function. The density is $n=\sum_iN_i|\psi_i|^2$. Also $\partial N_i/\partial E_F=D_if_i$, with $f_i$ the Fermi function at $E_i$.

## Error of linear mixing

One cycle solves the Schrödinger equation in $V_k$, fills the levels and obtains $V_{\rm out}$ from Poisson's equation. Linear mixing takes

$$V_{k+1}=V_k+\alpha(V_{\rm out}-V_k).$$

Since Poisson's equation is linear in $n$, mixing densities with the same weight gives the same iterates if the starting potential belongs to the starting density.

To follow a small error we need the response of $n$ to $\delta V$. At fixed $E_F$, first-order perturbation theory gives, with real wavefunctions and $V_{ij}=\int\psi_i\,\delta V\,\psi_j\,dz$,

$$\delta N_i=-D_if_iV_{ii},\qquad \delta\psi_i=\sum_{j\ne i}\frac{V_{ij}}{E_i-E_j}\psi_j .$$

Hence

$$\delta n=-\sum_iD_if_iV_{ii}\psi_i^2+\sum_{i\ne j}\frac{2N_i}{E_i-E_j}V_{ij}\psi_i\psi_j .$$

The pair sums run within each ladder. Averaging the second sum with its copy in which $i$ and $j$ are exchanged replaces $2N_i$ by $N_i-N_j$. Thus $\delta n=-X\delta V$, where

$$X\delta V=\sum_{ij}w_{ij}V_{ij}\psi_i\psi_j,\quad w_{ii}=D_if_i,\quad w_{ij}=\frac{N_i-N_j}{E_j-E_i}.$$

Higher levels of a ladder hold fewer electrons, so $w_{ij}\ge0$. With $\langle u,v\rangle=\int uv\,dz$, we have $\langle\delta V,X\delta V\rangle=\sum w_{ij}V_{ij}^2\ge0$.

The Fermi level must also move. Raising $E_F$ acts like lowering $V$ uniformly, so $\delta n=-X\delta V+X1\,\delta E_F$. Requiring $\langle1,\delta n\rangle=0$ gives $\delta E_F=\langle1,X\delta V\rangle/\langle1,X1\rangle$ and

$$\delta n=-X_n\delta V,\qquad X_n=X-\frac{X1\,\langle X1,\cdot\rangle}{\langle1,X1\rangle}.$$

The Cauchy-Schwarz inequality for the form $\langle u,Xv\rangle$ shows that $X_n$ is also non-negative.

Write $A=-d^2/dz^2$ with zero end slopes. Poisson's equation is $AV=c(n-N\delta)$, so $A\,\delta V_{\rm out}=-cX_n\delta V$, or $\delta V_{\rm out}=-K\delta V$ with $AK=cX_n$. The layer and the starting potential are even in $z$, and the computation keeps $V$ even, so only even errors are considered; all eigenvalues quoted below are for these. Odd errors have their own eigenvalues and enter if the symmetry is not imposed. They can set a stricter limit: for the 4 K layer treated below, with the zero end slopes used here, the largest odd eigenvalue is about 2.9, and without imposed symmetry $\alpha$ would have to be below about 0.51. Fixing $V$ at both ends instead changes these values to about 2.5 and 0.56. For even errors, constants are removed by setting $V=0$ at both ends. In the inner product $\langle u,Av\rangle$ the operator $K$ is symmetric, because $\langle u,AKv\rangle=c\langle u,X_nv\rangle$. Its eigenvalues $\lambda_m$ are therefore real and non-negative. An error $e$ obeys

$$e_{k+1}=[1-\alpha(1+K)]e_k .$$

With $\lambda$ the largest eigenvalue, all factors $1-\alpha(1+\lambda_m)$ lie between $-1$ and $1$ if

$$0<\alpha<\alpha_c=\frac{2}{1+\lambda}.$$

If modes with $\lambda_m$ near zero are present, the extreme factors are $1-\alpha$ and $1-\alpha(1+\lambda)$. Their magnitudes are equal when $1-\alpha=\alpha(1+\lambda)-1$, which gives

$$\alpha_{\rm opt}=\frac{2}{2+\lambda},\qquad \text{factor}=\frac{\lambda}{2+\lambda}.$$

The residual also bounds the error. Near the solution $V_{\rm out}-V=-(1+K)e$. Each mode of the residual is $1+\lambda_m\ge1$ times the corresponding mode of the error, so in the norm belonging to $A$ the error is no larger than the residual.

## Two limits with rigid wavefunctions

Suppose one subband is occupied and its wavefunction does not deform. With $\rho=\psi^2$, the response is $Xu=Df\rho\langle\rho,u\rangle$. Since $X1=Df\rho$ and $\langle1,X1\rangle=Df$, the neutrality term cancels it and $X_n=0$. Mixing with $\alpha=1$ then removes a small error in one step.

For two rigid subbands at low temperature, $f_1=f_2=1$ and

$$X_nu=D_r(\rho_1-\rho_2)\langle\rho_1-\rho_2,u\rangle,\qquad D_r=\frac{D_1D_2}{D_1+D_2}.$$

The coefficient of $\rho_1\langle\rho_1,u\rangle$, for example, is $D_1-D_1^2/(D_1+D_2)=D_r$. The one nonzero eigenvalue of $K$ is

$$\lambda_{\rm rigid}=cD_r\ell,\qquad \ell=\langle\rho_1-\rho_2,A^{-1}(\rho_1-\rho_2)\rangle,$$

where $A^{-1}$ acts on a neutral source. This is the form required by the dimensional argument. Deformation of the wavefunctions adds a non-negative part to $X_n$, so the full $\lambda$ is at least $\lambda_{\rm rigid}$.

## Predictor and inner Newton loop

The predictor lets the charge respond while Poisson's equation is being solved. Set $U=V-E_F$, keep the $\psi_i$ of the current potential $U_k$, and let each level follow the local change of potential:

$$\hat n(U)=\sum_i\psi_i^2D_ikT\ln\!\left[1+e^{-(E_i-E_F+U-U_k)/kT}\right].$$

At $U=U_k$ this is the quantum density. The predictor solves

$$F(U)\equiv AU-c\hat n(U)+cN\delta=0 .$$

The corrector then solves the Schrödinger equation in the new potential.

Differentiation gives $\partial\hat n/\partial U=-P$, where $P$ multiplies by $p(z)=\sum_iD_i\hat f_i\psi_i^2$ and $\hat f_i$ is the locally shifted Fermi function. A Newton step is $U^+=U+d$ with

$$(A+cP)d=-F(U).$$

On the grid, $A+cP$ has non-positive off-diagonal elements and row sums $cp\ge0$, positive somewhere. Its inverse therefore has no negative elements. Since $\hat n$ is convex in $U$ at each point, $F$ lies below its tangent:

$$F(W)\le F(U)+(A+cP)(W-U).$$

A solution $U_*$ exists and is unique, because $F=0$ is the stationarity condition of a strictly convex functional. That functional grows without bound even for uniform shifts: as $cNU$ upward, and quadratically downward, where the electron number rises linearly. Put $W=U_*$ and use $F(U)=-(A+cP)(U^+-U)$. The result is $0\le(A+cP)(U_*-U^+)$, hence $U^+\le U_*$. Putting $W=U^+$ gives $F(U^+)\le0$, so the next step is non-negative. After the first step the iterates rise monotonically, bounded by $U_*$, and converge without damping. This statement concerns the inner loop with frozen wavefunctions.

## Error of the outer loop

Let $U_k=U_*+e$, where $U_*$ is now the self-consistent solution. The corrected density differs from the solution by $-Xe$. The predictor adds $-P(e'-e)$ as $U$ moves from $U_*+e$ to $U_*+e'$. To first order,

$$Ae'=c[-Xe-P(e'-e)],$$

and collecting $e'$ gives

$$e'=Me,\qquad M=(A+cP)^{-1}c(P-X).$$

Refitting $E_F$ before the predictor adds a constant to $e$. This has no effect: orthogonality of the wavefunctions gives $X1=\sum_iD_if_i\psi_i^2=P1$, so $(P-X)1=0$. The predictor treats a uniform shift correctly.

In the inner product $\langle u,(A+cP)v\rangle$, $M$ is symmetric. Its eigenvalues $\mu$ are real, and in this norm each step multiplies a small error by at most $\max|\mu|$, so the error shrinks if $\max|\mu|<1$. For an eigenfunction $u$,

$$\mu=1-\frac{\langle u,(A+cX)u\rangle}{\langle u,(A+cP)u\rangle}<1 .$$

The other side is bounded too. Since $-\partial N/\partial E=Df$, the weight $w_{ij}$ is $D$ times the mean of $f$ between $E_i$ and $E_j$, so $w_{ij}\le D(f_i+f_j)$. With $u_{ij}=\langle\psi_i,u\psi_j\rangle$, completeness of each ladder gives $\langle u,Pu\rangle=\sum_{ij}\tfrac12D(f_i+f_j)u_{ij}^2$, hence $\langle u,Xu\rangle\le2\langle u,Pu\rangle$. For non-constant $u$, $\langle u,Au\rangle>0$, so $\langle u,(A+cX)u\rangle<2\langle u,(A+cP)u\rangle$ and $\mu>-1$; for constant $u$, $\mu=0$. The outer loop is therefore always locally convergent, and only its rate must be computed. Because $X$ is non-negative,

$$\mu\le\frac{c\langle u,Pu\rangle}{\langle u,Au\rangle+c\langle u,Pu\rangle},$$

which is small for rapidly varying errors, where $A$ dominates.

For one rigid subband, $P-X$ does not vanish although $X_n$ does. The predictor then allows a local redistribution that the rigid state cannot make. In this limit it is inferior to mixing with $\alpha=1$.

## A phosphorus layer at 4 K

Take $N=10^{14}\ \mathrm{cm^{-2}}=1\ \mathrm{nm^{-2}}$, masses $0.92$ and $0.19\,m_0$, and relative permittivity $11.7$, so $c=1.547$ eV nm. The box is 30 nm wide with a 0.1 nm step. Every run starts from the potential of an electron density that decays exponentially over 1 nm.

Two subbands are occupied, 196.8 and 98.4 meV below $E_F$. At this temperature $N_i=D_i(E_F-E_i)$, so

$$1.587\times0.19675+6.986\times0.09844=0.312+0.688=1.000\ \mathrm{nm^{-2}} .$$

The well is 0.472 eV deep and $E_F$ lies 41 meV below the band edge at the box ends.

The computed response gives $\lambda=0.714$, hence $\alpha_c=2/1.714=1.167$, $\alpha_{\rm opt}=2/2.714=0.737$ and a worst-case factor $0.714/2.714=0.263$. From the two densities of states, $D_r=1.293\ \mathrm{eV^{-1}nm^{-2}}$ and $cD_r=2.00\ \mathrm{nm^{-1}}$. The densities of the two occupied states give $\ell=0.044$ nm, so $\lambda_{\rm rigid}=0.088$. Most of $\lambda$ therefore comes from deformation of the wavefunctions, not from transfer between rigid subbands.

For predictor-corrector, $\mu$ runs from $-0.003$ to $0.258$. The two methods thus have nearly equal asymptotic factors, and their counts agree. The residual is $\max|V_{\rm out}-V|$, the target is $10^{-6}$ eV, and the cost is the number of Schrödinger solves, not computing time.

| Method at 4 K | Solves |
|---|---:|
| Predictor-corrector | 10 |
| Linear, $\alpha=0.350$ | 25 |
| Linear, $\alpha=0.700$ | 10 |
| Linear, $\alpha=0.737$ | 10 |
| Linear, $\alpha=1.109$ | none in 600 |

With the symmetry imposed, predictor-corrector has no advantage here over a well-chosen weight. Without it, the odd eigenvalue 2.9 raises the best worst-case linear factor to about 0.59, while the odd $\mu$ lie between $-0.06$ and $0.24$. Each of its steps also contains up to six Newton solves.

The run at $\alpha=1.109$ shows the limit of local analysis. This weight is below $\alpha_c$, yet the run stays far from the solution, with a final potential error of about 11 eV. The sheet field across half the box gives $(cN/2)(15\ \mathrm{nm})=11.6$ eV. The similar size has a simple origin: overshooting drives electrons to the walls. The run settles into an alternation in which every second density has 87% of the electrons within 3 nm of the walls and the next has almost none there. Close to the solution the theory holds: at $1.1\alpha_c$ a small error grows by 1.200 per step, as $|1-2.2|$ requires, and at $0.9\alpha_c$ it decays.

Iteration error should be judged against grid error. Halving the step changes $E_F-E_1$ by $-0.30$ meV. If the error is quadratic in the step, the coarse grid is wrong by $\tfrac43\times0.30=0.4$ meV. Predictor-corrector has a residual of 0.015 meV at its eighth solve, so further iteration does not improve the physical accuracy on this grid. On finer grids $\lambda$ moves from 0.714 to 0.712, the well depth from 0.472 to 0.474 eV and the light level from 98.4 to 98.5 meV below $E_F$, while the largest $\mu$ stays at 0.258. Widening the box to 40 nm changes $E_F-E_1$ by less than 0.001 meV.

## The same layer at 300 K

With density, box, step and start unchanged, $\lambda$ rises to 2.115 and $\alpha_c$ falls to $2/3.115=0.642$. The weight 0.700, among the fastest at 4 K, is now unstable and does not converge in 200 solves. The new $\alpha_{\rm opt}=0.486$ needs 20 solves, consistent with its larger worst-case factor $2.115/4.115=0.514$. Predictor-corrector needs 11, and its factor is 0.262, almost unchanged.

The larger $\lambda$ comes from transfer of electrons between thermally occupied levels. About half of the rise is due to extended levels above the outer band edge. At 300 K the Fermi level in this 30 nm box lies about 110 meV, or $4.2\,kT$, below the outer band edge, so a level at that edge has $f\approx0.014$; at 4 K its occupation is negligible. Levels above the edge hold only about 0.5% of the electrons, but they move charge over large distances. If their populations are held fixed, $\lambda$ falls from 2.1 to about 1.5; if all populations are held fixed, it falls to about 0.6. The rest of the rise therefore comes from transfer among levels below the edge. Because the extended levels fill the box, $\lambda$ at 300 K depends on the box: it is about 1.7 for a width of 20 nm and 2.8 for 60 nm. The limit 0.642 therefore belongs to the 30 nm box, not to the layer alone. It also holds only for even errors: with zero end slopes the largest odd eigenvalue is about 4.2, so without imposed symmetry $\alpha$ would have to be below about 0.39. With $V$ fixed at both ends the values are about 2.9 and 0.51.

For these two cases, the benefit of predictor-corrector is that it needs no weight adjusted to the temperature. Convergence from an arbitrary start is not guaranteed for either method.

## What the Hartree energies leave out

The density is in the rough regime of phosphine-dosed silicon layers, and the material parameters are rough typical values. Real donors are discrete and do not lie in an ideal plane. A Gaussian spread with standard deviation 0.5 nm lowers $E_F-E_1$ by 34 meV, or 17%. Going to 300 K lowers it by 3 meV.

Exchange also lowers the levels. Averaging the local exchange potential $-(c/4\pi)(3n_v/\pi)^{1/3}$, with $n_v$ the density in one valley, over the lowest heavy and light states gives shifts of $-56$ and $-44$ meV. These are first-order values without readjustment of the potential. Most of the shift is common to both levels and moves $E_F$ too: at fixed $N$ the Fermi level falls by the mean weighted with the densities of states, $(1.587\times56+6.986\times44)/8.573=46$ meV, so to first order $E_F-E_1$ rises by only about 10 meV. Readjusting the potential reduces this to about 7 meV. Non-parabolicity, with a rough coefficient of $0.5\ \mathrm{eV^{-1}}$, would raise the in-plane density of states at $E_F$ by $2\times0.5\times0.197=20\%$ in the lowest subband if only the in-plane kinetic energy is counted, and by about 26% if the 60 meV of kinetic energy along $z$ is added.

The kink of $V$ at the sheet also couples the two heavy valleys. For the ideal sheet, an envelope estimate without Bloch-function overlaps gives a splitting of about 10 meV. This value relies on the sharp kink: the smooth donor spread of 0.5 nm considered above would remove the kink's contribution almost entirely. Background acceptors at $10^{15}\ \mathrm{cm^{-3}}$ would take up about $2.5\times10^{11}\ \mathrm{cm^{-2}}$, or 0.25% of the sheet charge.

The field beside the ideal sheet is $cN/2$, or 7.7 MV/cm. It belongs to an equilibrium well whose depth, 0.47 eV, is less than the gap of 1.17 eV, so it is not an applied field that could drive breakdown. Correlation, dopant disorder and central-cell effects have not been sized. The subband energies are therefore Hartree model values. The corrections estimated here reach tens of meV, and those not sized may add to them, although the iteration converges to $10^{-6}$ eV. The numerical output gives the residual histories and the remaining values.

## Computed results

```
masses along z: 0.92, 0.19 m0; eps_r 11.7; c = 1.5466 eV nm
donor sheet 1.0e+14 cm^-2; T 4 K; kT 0.3447 meV
box 30 nm; step 0.1 nm; points 301; states/ladder 14
DOS heavy, light ladder: 1.587, 6.986 /(eV nm^2)
start: depth 0.7720 eV, from density decaying over 1 nm
well depth 0.4723 eV; Fermi level vs box-edge band -41.04 meV
heavy level 1: E-EF -196.75 meV, population 3.123e+13 cm^-2
light level 1: E-EF -98.44 meV, population 6.877e+13 cm^-2
largest Hartree response eigenvalue lam 0.714
critical weight 1.1672; worst-case best weight 0.7371
worst-case linear error factor at that weight 0.2629
predictor-corrector eigenvalues -0.0030 to 0.2580
predictor-corrector error factor: bound 0.2580, measured 0.0486 to 0.2568
growth per step at 1.1 critical weight: 1.2000
move after 40 steps / first move at 0.9 critical: 1.45e-04
predictor-corrector: 10 solves to 1e-6 eV; late factor 0.257
most inner Newton steps in one predictor: 6
linear weight 0.3502: 25 solves; late factor 0.629; V error 7.3e-07 eV
linear weight 0.7003: 10 solves; late factor 0.261; V error 3.4e-07 eV
linear weight 0.7371: 10 solves; late factor 0.244; V error 2.7e-07 eV
linear weight 1.1088: not converged in 600; late factor 1.000; V error 1.1e+01 eV
linear weight 1.2839: not converged in 300; late factor 1.000; V error 1.5e+01 eV
fastest linear weight tried: 0.7003
residual (eV) at solve 1: pred-corr 4.06e-01, fastest linear 4.06e-01
residual (eV) at solve 2: pred-corr 5.87e-02, fastest linear 2.40e-02
residual (eV) at solve 3: pred-corr 1.45e-02, fastest linear 5.17e-03
residual (eV) at solve 5: pred-corr 8.93e-04, fastest linear 2.94e-04
residual (eV) at solve 8: pred-corr 1.50e-05, fastest linear 4.88e-06
residual (eV) at solve 12: pred-corr 6.62e-08, fastest linear done
residual (eV) at solve 20: pred-corr done, fastest linear done
residual (eV) at solve 40: pred-corr done, fastest linear done
test errors: Airy 2.0e-03, response 6.4e-09, shift 2.0e-14, pc operator 6.6e-08
EF-E1 196.75 meV; change for 40 nm box 0.000 meV, for 0.05 nm step -0.301 meV
change of EF-E1 for 0.5 nm donor spread -33.6 meV
change of EF-E1 at 300 K -2.8 meV
300 K: lam 2.115; critical weight 0.6420; pred-corr factor 0.2619
300 K predictor-corrector: 11 solves to 1e-6 eV
300 K linear weight 0.4860: 20 solves
300 K linear weight 0.7003: not converged in 200
exchange shift, heavy 1 and light 1: -55.6, -44.1 meV
valley splitting, envelope: 10.06 meV; kink formula 8.49 meV
depletion by 1e15 cm^-3 acceptors: 2.46e+11 cm^-2
non-parabolic rise of in-plane DOS at EF: 20 %
field beside the sheet 7.73 MV/cm; gap 1.17 eV
```
